# Ideality Factor 2/3 and Optimum Thickness of an Auger-Limited Silicon Cell: a program that tests the result

```python
"""Auger-limited undoped solar absorber: ideality factor and best thickness.
Results under test:
  recombination current = q W C n_i^3 exp(3 q V / 2 k T)   (ideality 2/3)
  open-circuit voltage  = (2 k T / 3 q) ln(J_L / (q W C n_i^3))
  best thickness: d ln J_L / d ln W = 1 / (1 + 3 q V_m / 2 k T)
W thickness, C = C_n + C_p Auger coefficient, n_i intrinsic density,
J_L photocurrent density, V_m voltage of maximum power.
Energies of photons are in eV; all other quantities are in SI units.
Parameters are round numbers of the rough size for silicon at 300 K.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn, lambertw

q = sc.e
T = 300.0
VT = sc.k * T / q                  # thermal voltage, V
gap, phonon = 1.12, 0.058          # eV
n_i = 1.0e16                       # m^-3
C_n, C_p = 3.0e-43, 1.0e-43        # m^6/s
C = C_n + C_p
n_r = 3.5                          # refractive index
edge = 8.0e5                       # absorption prefactor, 1/(m eV^2)
T_sun, P_in = 5800.0, 1000.0       # K, W/m^2
diffusivity = 1.5e-3               # ambipolar, m^2/s
um = 1e-6

# ---------- carriers from Fermi-Dirac integrals and neutrality ----------
t_node, t_weight = np.polynomial.legendre.leggauss(160)
t_node, t_weight = 4.0 * (t_node + 1.0), 4.0 * t_weight
dos_mean = n_i * np.exp(gap / (2 * VT))
N_c, N_v = dos_mean * np.sqrt(2.0), dos_mean / np.sqrt(2.0)


def fermi_half(eta):
    f = 2 * t_node**2 / (1 + np.exp(t_node**2 - eta))
    return 2 / np.sqrt(np.pi) * np.sum(t_weight * f)


def band_carriers(V, donors):
    total = (V - gap) / VT

    def charge(eta):
        n = N_c * fermi_half(eta)
        p = N_v * fermi_half(total - eta)
        return (n - p - donors) / (n + p + donors)
    eta = brentq(charge, total / 2 - 20, total / 2 + 20, xtol=1e-13)
    return N_c * fermi_half(eta), N_v * fermi_half(total - eta)


def band_auger_rate(V, donors=0.0):
    n, p = band_carriers(V, donors)
    return (C_n * n + C_p * p) * (n * p - n_i**2)


def band_ideality(V, donors=0.0):
    h = 1e-3
    up, down = band_auger_rate(V + h, donors), band_auger_rate(V - h, donors)
    return 2 * h / VT / np.log(up / down)


def ideality_formula(V, donors):
    n = donors / 2 + np.sqrt(donors**2 / 4 + n_i**2 * np.exp(V / VT))
    p = n_i**2 * np.exp(V / VT) / n
    return 1 / (1 + C * n * p / ((n + p) * (C_n * n + C_p * p)))


V_test = 0.72
ideality_undoped = band_ideality(V_test)
assert abs(ideality_undoped - 2 / 3) < 2e-3
doping_list = [1e21, 1e22, 1e23]
ideality_doped = [band_ideality(V_test, N) for N in doping_list]
for N, m in zip(doping_list, ideality_doped):
    assert abs(m - ideality_formula(V_test, N)) < 5e-3
assert abs(band_ideality(V_test, 1e24) - 1) < 0.03

# Thinning at fixed photocurrent, balance solved with the band integrals
J_fixed = 400.0


def band_voc(W):
    return brentq(lambda V: np.log(q * W * band_auger_rate(V) / J_fixed),
                  0.5, 0.95, xtol=1e-12)


gain_bands = band_voc(100 * um) - band_voc(50 * um)
gain_bands = -gain_bands
gain_formula = 2 / 3 * VT * np.log(2)
assert abs(gain_bands / gain_formula - 1) < 3e-3

# ---------- optical absorption ----------
pieces = [gap - phonon, gap + phonon, 1.6, 3.0, 10.0]
x_gl, w_gl = np.polynomial.legendre.leggauss(80)
E = np.concatenate([(b - a) / 2 * x_gl + (a + b) / 2
                    for a, b in zip(pieces[:-1], pieces[1:])])
wE = np.concatenate([(b - a) / 2 * w_gl
                     for a, b in zip(pieces[:-1], pieces[1:])])


def alpha(e):
    absorb = np.maximum(e - gap + phonon, 0)**2 / np.expm1(phonon / VT)
    emit = np.maximum(e - gap - phonon, 0)**2 / -np.expm1(-phonon / VT)
    return edge * (absorb + emit)


kT_sun = sc.k * T_sun / q


def sun(e):
    """Photon current per photon energy, A/(m^2 eV)."""
    return P_in * e**2 / np.expm1(e / kT_sun) / ((np.pi * kT_sun)**4 / 15)


def trapped(W, e=E):
    u = 4 * n_r**2 * alpha(e) * W
    return u / (1 + u)


def ray_absorptance(W, e=E):
    """Summed ray passes for randomizing surface and perfect mirror."""
    keep = 2 * expn(3, 2 * alpha(e) * W)
    return (1 - keep) / (1 - (1 - 1 / n_r**2) * keep)


def photocurrent(W, absorptance=trapped):
    return np.sum(wE * sun(E) * absorptance(W))


def elasticity(W):
    a = trapped(W)
    return np.sum(wE * sun(E) * a * (1 - a)) / np.sum(wE * sun(E) * a)


# Explicit ray passes with an angular quadrature against the closed form
for depth in (1e-3, 5e-3, 2e-2):
    keep = quad(lambda c: 2 * c * np.exp(-2 * depth / c), 0, 1)[0]
    passes = sum((1 - keep) * (keep * (1 - 1 / n_r**2))**k
                 for k in range(600))
    u = 4 * n_r**2 * depth
    assert abs(passes / (u / (1 + u)) - 1) < 0.02
    assert abs(keep - 2 * expn(3, 2 * depth)) < 1e-7

J_quad = sum(quad(lambda e: sun(e) * trapped(100 * um, e), a, b)[0]
             for a, b in zip(pieces[:-1], pieces[1:]))
assert abs(J_quad / photocurrent(100 * um) - 1) < 1e-6

# ---------- electrical output, by direct numerical maximization ----------


def auger_current(V, W, coefficient=C):
    n = n_i * np.exp(V / (2 * VT))
    return q * W * coefficient * n * (n**2 - n_i**2)


def radiative_prefactor(W):
    EJ = E * q
    flux = 2 * np.pi * EJ**2 / (sc.h**3 * sc.c**2) * np.exp(-E / VT)
    return q * np.sum(wE * q * flux * trapped(W))


def max_power(W, absorptance=trapped, coefficient=C, radiative=False):
    JL = photocurrent(W, absorptance)
    J0r = radiative_prefactor(W) if radiative else 0.0

    def loss(V):
        return -V * (JL - auger_current(V, W, coefficient)
                     - J0r * np.expm1(V / VT))
    best = minimize_scalar(loss, bounds=(0.5, 0.85), method="bounded",
                           options={"xatol": 1e-10})
    return -best.fun, best.x


def best_thickness(**options):
    r = minimize_scalar(lambda s: -max_power(np.exp(s), **options)[0],
                        bounds=(np.log(5 * um), np.log(2000 * um)),
                        method="bounded", options={"xatol": 1e-7})
    return np.exp(r.x)


def voc_numeric(W):
    JL = photocurrent(W)
    return brentq(lambda V: auger_current(V, W) / JL - 1, 0.4, 1.0,
                  xtol=1e-13)


def voc_formula(W):
    return 2 / 3 * VT * np.log(photocurrent(W) / (q * W * C * n_i**3))


def reduced_vm(W):
    ratio = photocurrent(W) / (q * W * C * n_i**3)
    return lambertw(np.e * ratio).real - 1


def condition(s):
    W = np.exp(s)
    return elasticity(W) - 1 / (1 + reduced_vm(W))


W_formula = np.exp(brentq(condition, np.log(5 * um), np.log(2000 * um)))
W_direct = best_thickness()
assert abs(W_formula / W_direct - 1) < 2e-3
assert 70 * um < W_direct < 150 * um

# One crossing only over the studied range
scan = np.geomspace(5 * um, 2000 * um, 60)
left = np.array([elasticity(W) for W in scan])
right = np.array([1 / (1 + reduced_vm(W)) for W in scan])
assert np.all(np.diff(left) < 0) and np.all(np.diff(right) > 0)

W = W_formula
P_best, V_m = max_power(W)
J_L = photocurrent(W)
J_rec = auger_current(V_m, W)
assert abs(V_m - 2 / 3 * VT * reduced_vm(W)) < 1e-6
assert abs(J_rec / J_L * (1 + reduced_vm(W)) - 1) < 1e-4
assert abs(voc_numeric(W) - voc_formula(W)) < 1e-8
h = 1e-3
slope = (voc_numeric(W * np.exp(h)) - voc_numeric(W * np.exp(-h))) / (2 * h)
assert abs(slope / (-2 / 3 * VT * (1 - elasticity(W))) - 1) < 1e-5

# Robustness of the optimum to what the derivation leaves out
W_ray = best_thickness(absorptance=ray_absorptance)
W_rad = best_thickness(radiative=True)
W_double = best_thickness(coefficient=2 * C)
for other in (W_ray, W_rad, W_double):
    assert 70 * um < other < 150 * um
J_rad = radiative_prefactor(W) * np.expm1(V_m / VT)
assert J_rad < 0.5 * J_rec

n_m = n_i * np.exp(V_m / (2 * VT))
n_oc = n_i * np.exp(voc_numeric(W) / (2 * VT))
density_drop = (J_L - J_rec) * W / (q * diffusivity)
assert density_drop < 0.1 * n_m

print(f"temperature {T:.0f} K, thermal voltage {VT*1e3:.3f} mV")
print(f"gap {gap:.2f} eV, phonon energy {phonon:.3f} eV")
print(f"intrinsic density {n_i:.1e} m^-3")
print(f"Auger C_n {C_n:.1e}, C_p {C_p:.1e}, sum C {C:.1e} m^6/s")
print(f"refractive index {n_r:.1f}, edge prefactor {edge:.1e} 1/(m eV^2)")
print(f"source {T_sun:.0f} K, incident power {P_in:.0f} W/m^2")
print(f"ambipolar diffusivity {diffusivity:.1e} m^2/s")
print(f"ideality, undoped, band integrals at {V_test} V: "
      f"{ideality_undoped:.4f}")
for N, m in zip(doping_list, ideality_doped):
    print(f"ideality, donors {N:.0e} m^-3: bands {m:.4f}, "
          f"formula {ideality_formula(V_test, N):.4f}")
print(f"halving W at fixed J_L = {J_fixed:.0f} A/m^2: bands "
      f"{gain_bands*1e3:.3f} mV, formula {gain_formula*1e3:.3f} mV")
print("thickness um | J_L A/m^2 | V_oc V | efficiency %")
for width in (10, 30, 50, 100, 200, 300, 1000):
    w = width * um
    print(f"{width:5d} | {photocurrent(w):.2f} | {voc_numeric(w):.4f} | "
          f"{100*max_power(w)[0]/P_in:.3f}")
print(f"optimum thickness, condition: {W_formula/um:.2f} um")
print(f"optimum thickness, direct search: {W_direct/um:.2f} um")
print("At the optimum thickness:")
print(f"J_L {J_L:.2f} A/m^2, J_0 {q*W*C*n_i**3:.4e} A/m^2")
print(f"V_oc {voc_numeric(W):.4f} V, V_m {V_m:.4f} V")
print(f"reduced voltage v_m {reduced_vm(W):.3f}")
print(f"d ln J_L/d ln W {elasticity(W):.5f}, "
      f"1/(1+v_m) {1/(1+reduced_vm(W)):.5f}")
print(f"Auger current at V_m {J_rec:.3f} A/m^2")
print(f"output current at V_m {J_L-J_rec:.2f} A/m^2")
print(f"maximum power {P_best:.2f} W/m^2, efficiency "
      f"{100*P_best/P_in:.3f} %")
print(f"dV_oc/d ln W {slope*1e3:.3f} mV; fixed-J_L value "
      f"{-2/3*VT*1e3:.3f} mV")
print(f"carrier density at V_oc {n_oc:.3e}, at V_m {n_m:.3e} m^-3")
print(f"Auger lifetime at V_m {1e3/(C*n_m**2):.2f} ms")
print(f"density drop bound across layer {density_drop:.3e} m^-3")
print(f"omitted radiative current at V_m {J_rad:.3f} A/m^2")
print(f"optimum with ray-summed absorptance {W_ray/um:.1f} um")
print(f"optimum with radiative loss added {W_rad/um:.1f} um")
print(f"optimum with Auger coefficient doubled {W_double/um:.1f} um")
print(f"efficiency with radiative loss at its optimum "
      f"{100*max_power(W_rad, radiative=True)[0]/P_in:.3f} %")
print("verified")
```

Running it gives:

```
temperature 300 K, thermal voltage 25.852 mV
gap 1.12 eV, phonon energy 0.058 eV
intrinsic density 1.0e+16 m^-3
Auger C_n 3.0e-43, C_p 1.0e-43, sum C 4.0e-43 m^6/s
refractive index 3.5, edge prefactor 8.0e+05 1/(m eV^2)
source 5800 K, incident power 1000 W/m^2
ambipolar diffusivity 1.5e-03 m^2/s
ideality, undoped, band integrals at 0.72 V: 0.6668
ideality, donors 1e+21 m^-3: bands 0.6721, formula 0.6720
ideality, donors 1e+22 m^-3: bands 0.7432, formula 0.7431
ideality, donors 1e+23 m^-3: bands 0.9843, formula 0.9843
halving W at fixed J_L = 400 A/m^2: bands 11.954 mV, formula 11.946 mV
thickness um | J_L A/m^2 | V_oc V | efficiency %
   10 | 360.63 | 0.8235 | 26.723
   30 | 376.65 | 0.8053 | 27.241
   50 | 382.91 | 0.7968 | 27.375
  100 | 390.17 | 0.7851 | 27.451
  200 | 396.01 | 0.7734 | 27.409
  300 | 398.80 | 0.7666 | 27.336
 1000 | 404.86 | 0.7461 | 26.941
optimum thickness, condition: 109.69 um
optimum thickness, direct search: 109.69 um
At the optimum thickness:
J_L 391.03 A/m^2, J_0 7.0296e-18 A/m^2
V_oc 0.7836 V, V_m 0.7189 V
reduced voltage v_m 41.711
d ln J_L/d ln W 0.02341, 1/(1+v_m) 0.02341
Auger current at V_m 9.155 A/m^2
output current at V_m 381.88 A/m^2
maximum power 274.52 W/m^2, efficiency 27.452 %
dV_oc/d ln W -16.831 mV; fixed-J_L value -17.235 mV
carrier density at V_oc 3.817e+22, at V_m 1.092e+22 m^-3
Auger lifetime at V_m 20.96 ms
density drop bound across layer 1.743e+20 m^-3
omitted radiative current at V_m 2.079 A/m^2
optimum with ray-summed absorptance 101.6 um
optimum with radiative loss added 121.3 um
optimum with Auger coefficient doubled 105.0 um
efficiency with radiative loss at its optimum 27.311 %
verified
```
